Connecting Energy Bands Between k-Points by Wave-Function Overlap, part 1

(Sections cited here and not found follow in the second part.)

Option band_connect: joining bands between neighbouring k-points

Two bands of a crystal approach each other somewhere between two mesh points and separate again. The diagonalisations at the two points return levels in increasing order of energy, with no label that ties a level at one point to a level at the other. The bands may have passed through each other, or they may have repelled across a gap E_g, and two energies at each end are compatible with either history. An interpolation that treats the energies band by band, linear in a tetrahedron or of higher order along a path, must still decide which state at k continues into which state at k+b. Interpolating the Hamiltonian matrix in an aligned basis, as in Wannier interpolation, avoids this decision. With band_connect = energy the n-th level is joined to the n-th level, which cuts every true crossing into two kinked branches. With band_connect = overlap the decision is taken from the wave functions. That rule labels an isolated true crossing correctly, but it also labels an avoided crossing as a true one when the step is long compared with gap over velocity and the mesh points fall badly.

1. The overlap matrix

Bloch states are written ψ_nk(r) = e^{ik·r} u_nk(r), with u periodic and normalised on the cell. Levels at both points are taken non-degenerate and are numbered upward in energy from 0. The full states cannot be compared. Splitting the integral over the Born–von Kármán supercell into cells r → r+R, and using the periodicity of u,

⟨ψ_mk|ψ_n,k+b⟩ = [Σ_R e^{ib·R}] ∫_cell e^{ib·r} u*_mk u_n,k+b dr.

The bracket is a product of geometric sums that vanishes when b is a difference of mesh points and not a reciprocal vector. The periodic parts all live in one space, the functions periodic on the cell, and their overlap is informative. With u_nk = Σ_G c_nG(k) e^{iG·r} and orthonormal plane waves,

M_mn = ⟨u_mk|u_n,k+b⟩ = Σ_G c*_mG(k) c_nG(k+b),   P_mn = |M_mn|².   (1)

If the neighbour is stored at a point that differs by a reciprocal vector G0, the coefficients are relabelled. The states at k and k+G0 are the same function, so Σ_G c_G(k+G0) e^{i(k+G0+G)·r} = Σ_G' c_G'(k) e^{i(k+G')·r}, and matching terms with G' = G+G0 gives

c_G(k+G0) = c_{G+G0}(k).   (2)

The arbitrary phases e^{iα_m}, e^{iβ_n} from the eigensolver multiply M_mn by e^{i(β_n−α_m)} and leave P unchanged. This invariance fails at a degenerate point, where any unitary mixture of the degenerate states is an equally valid output.

For a window of N bands, Bessel's inequality applied to the unit vector u_mk and the orthonormal set u_n,k+b gives Σ_n P_mn ≤ 1, and the same argument with the points exchanged gives Σ_m P_mn ≤ 1. The deficit of a row, 1 − Σ_n P_mn, is its leakage out of the window.

2. The assignment problem

The connection is the permutation π that maximises

S(π) = Σ_m P_{m,π(m)}.

Sending each band to its largest overlap is not a substitute, because two rows can have their maxima in the same column. For N×N blocks of random unitary matrices of order N+2, with N drawn from 2 to 6, this happened in 217 of 300 cases, and the share grows with N.

One case needs no search. Suppose P_{m,π(m)} > 1/2 for every m. Any other permutation σ differs from π in some rows. In such a row the sum rule gives P_{m,σ(m)} ≤ 1 − P_{m,π(m)} < 1/2 < P_{m,π(m)}, and in the remaining rows the terms are equal. Hence S(σ) < S(π), and π is the unique optimum.

In general the Hungarian algorithm is run on the costs C_ij = 1 − P_ij ≥ 0. Since Σ_i C_{i,π(i)} = N − S(π), least cost is greatest score. The method rests on a certificate. Let numbers a_i, b_j make all reduced costs r_ij = C_ij − a_i − b_j non-negative, with r = 0 on the pairs of π. For any σ, each row and each column occurs once, so

Σ_i C_{i,σ(i)} = Σ_i a_i + Σ_j b_j + Σ_i r_{i,σ(i)} ≥ Σ_i a_i + Σ_j b_j,

and π attains the bound. The algorithm builds π and the certificate together, from a = b = 0 and no pairs, inserting one row at a time.

(i) Start a row set A with the new row and an empty column set B.
(ii) Find δ = min r_ij over i in A and j outside B, attained at column j*, and record the row that attains it.
(iii) Add δ to a_i for i in A and subtract δ from b_j for j in B.
(iv) If j* is already paired, add it to B, add its row to A, and return to (ii). If j* is free, follow the recorded links back to the new row, pairing each column on the way with the row that reached it, and stop.

Step (iii) preserves the certificate. For i in A and j in B the two shifts cancel. For i in A and j outside B, r falls by δ and stays non-negative because δ is the minimum. For i outside A and j in B, r rises by δ. Here δ ≥ 0, because all r are non-negative beforehand; for rows not yet inserted this holds since a = 0, C ≥ 0 and the b_j only decrease from zero. An existing pair has both members inside the sets or both outside, so its r stays zero. A recorded link has r = 0 after the shift and keeps it once both ends are inside, so the re-pairing in (iv) uses only zero-cost links. Each pass adds a column to B and a free column exists, so an insertion ends within N passes. With a running minimum kept per column a pass costs O(N), and the total is O(N³).

3. Two bands near their closest approach

For a local potential without spin–orbit coupling, u_nk is an eigenfunction of H_k = (p + ħk)²/2m + V. Along a path k = k0 + q e, with e a unit vector,

H_k = H_k0 + (ħq/m) e·(p + ħk0) + ħ²q²/2m.

Projected on two fixed states at k0, this is a 2×2 Hermitian matrix, linear in q apart from a multiple of the identity:

H(q) = ε(q) + d(q)·σ,   d(q) = d0 + q w,   (3)

with σ the Pauli matrices and d0, w real three-vectors. What is dropped is the coupling ħq p_r/m to a remote band at distance ΔE. It admixes an amplitude ħq p_r/(mΔE), seen as weight outside the pair of the order of its square, and shifts levels by (ħq p_r/m)²/ΔE. The row leakage of section 1 shows this weight only if the remote band lies outside the window. Results below are meant for the case that the weight outside the pair is small compared with 1 and the shift is small compared with the splitting over the step. The small residual (9) needs more: a remote band that couples to both states adds an off-diagonal term of the size of the shift, and this term must be small compared with E_g at the ends of the step.

Because (d·σ)² = |d|², the levels are ε ± |d| and the splitting is 2|d|. The origin of q can be moved to the point where d is perpendicular to w, by q → q − d0·w/|w|², provided w ≠ 0. With d0·w = 0,

(E₊ − E₋)² = 4|d0|² + 4|w|²q² = E_g² + (ħδv q)²,   (4)

which defines the minimum gap E_g = 2|d0| and the relative group velocity far from the approach, ħδv = 2|w|. The width of the region in k is

κ = E_g/(ħδv) = |d0|/|w|,   x = q/κ.

The projectors on the two levels are Π± = (1 ± n·σ)/2 with n = d/|d|, since n·σ has eigenvalues ±1. For unit vectors φ, χ one has |⟨φ|χ⟩|² = Tr(|φ⟩⟨φ| |χ⟩⟨χ|). With Tr σ_i = 0 and Tr σ_iσ_j = 2δ_ij, the weight between like levels at q1 and q2 is

P_keep = ¼ Tr[(1 ± n1·σ)(1 ± n2·σ)] = ¼(2 + 2 n1·n2) = (1 + n1·n2)/2,

the same for both signs, and between unlike levels P_swap = (1 − n1·n2)/2 = 1 − P_keep. The scalar ε has dropped out. Using d0·w = 0 again, d(q1)·d(q2) = |d0|² + q1q2|w|² = |d0|²(1 + x1x2) and |d(q)| = |d0|√(1+x²), so

P_keep = ½[1 + (1 + x1x2)/√((1 + x1²)(1 + x2²))].   (5)

The two permutations score 2P_keep and 2(1 − P_keep). The swap wins when P_keep < 1/2, and the square root is positive, so

the step is labelled a crossing if and only if q1q2 < −κ².   (6)

The vector n turns through an angle π as q runs over the whole line, half of it within |q| < κ, and the assignment reports a crossing when a single step contains more than half of that turn.

True crossing. If d0 = 0 then n = sign(q) w/|w|. Points on opposite sides have n1·n2 = −1 and P_keep = 0, so the crossing is found for any step that contains it strictly inside. Symmetry extends this beyond the linear model. Let a mirror g leave every point of the path fixed. It commutes with H_k at both points and acts as the same unitary operator on periodic functions, so g u = p u with parity p = ±1, and

M_mn = ⟨g u_mk|g u_n,k+b⟩ = p_m p_n M_mn.

Opposite parities force M_mn = 0 for any b along the path. In the parity basis H(q) is diagonal, d points along one axis, and the shift of origin gives d0 = 0. A zero entry cannot belong to a permutation whose weights all exceed 1/2, so in that case the assignment conserves parity. It cannot do so if the window holds different numbers of even states at the two ends.

Avoided crossing. A swap needs q1 and q2 of opposite sign, so only the step that straddles q = 0 is at risk. For step length h put q1 = −sh and q2 = (1−s)h with 0 < s < 1. Condition (6) becomes s(1−s) > κ²/h², or s² − s + κ²/h² < 0, which holds between the roots

s± = ½[1 ± √(1 − 4κ²/h²)].

For h < 2κ the roots are complex and no offset is mislabelled. At h = 2κ the centred step is a tie. For h > 2κ, with the offset uniformly distributed, the mislabelled fraction is the distance between the roots,

f = √(1 − 4κ²/h²).   (7)

A scan over offsets by diagonalisation and assignment gave 0.417, 0.745 and 0.980 at h/κ = 2.2, 3 and 10, against 0.4166, 0.7454 and 0.9798 from (7), and zero at h/κ = 1.9. Resolving gap over velocity is therefore the condition for a guarantee, h < 2E_g/(ħδv), and not for success. A coarse mesh returns the right label when a mesh point falls near the centre, with probability 1 − f, which tends to 2κ²/h² for h ≫ κ.

What a label proves. Since s(1−s) ≤ 1/4, a swap implies κ² < h²/4, that is

E_g < ħδv h/2.   (8)

A reported crossing is thus an upper bound on the gap and not a statement that the gap is zero. A kept order across a straddling step does exclude E_g = 0 within the model, because a true crossing is always swapped.

What the weights retain. Set x1 = −cot α and x2 = cot β with α, β in (0, π/2). Then 1/√(1+x1²) = sin α and 1/√(1+x2²) = sin β, so

n1·n2 = (1 − cot α cot β) sin α sin β = sin α sin β − cos α cos β = −cos(α+β),

and P_keep = sin²[(α+β)/2]. For sh ≫ κ and (1−s)h ≫ κ the angles are small, α ≈ κ/(sh) and β ≈ κ/((1−s)h), with sum κ/(h s(1−s)). To leading order,

P_keep ≈ κ²/[4h² s²(1−s)²].   (9)

The permutation discards the gap, while P keeps it as a residual of order (κ/h)². The residual is decisive when compared with a symmetry zero. Without a protecting symmetry the terms dropped from (3) can also contribute to it. The winning weight approaches 1 both for h ≪ κ and for h ≫ κ with both ends far from the centre, so a large weight shows that the assignment is unambiguous, not that the label is topologically right.

4. Refinement

With connect_refine = n_max every swapped step is bisected and both halves are reassigned. In the two-band model only the half containing q = 0 can remain swapped. After n bisections the width is h/2ⁿ, and a swap needs a width above 2κ, so an avoided crossing is exposed after at most

n = ⌈log₂(h/2κ)⌉   (10)

bisections, each costing one diagonalisation. It can be exposed earlier if a midpoint lands near the centre. A true crossing survives every level, and (8) with the final width bounds the gap. When a step holds several approaches both halves may be swapped, and each is followed separately.

5. Which label interpolates better

Take a centred step, q from −h/2 to h/2, and a linear ε, which linear interpolation reproduces exactly. The upper level relative to ε is E(q) = ½√(E_g² + (ħδv q)²). If the order is kept, the interpolant is the constant E(h/2), and the absolute energy error E(h/2) − E(q) is largest at q = 0:

err_keep = ½[√(E_g² + (ħδv h/2)²) − E_g].

If the bands are swapped, the interpolants are the lines ±(2q/h)E(h/2), and the upper one misses the true level by D(q) = E(q) − (2|q|/h)E(h/2). For q > 0, E′ = (ħδv)²q/(4E) ≤ ħδv/2 because E ≥ ħδv q/2, while (2/h)E(h/2) ≥ (2/h)(ħδv h/4) = ħδv/2. So D falls from D(0) to D(h/2) = 0, and

err_swap = E_g/2.

The errors are equal when √(E_g² + (ħδv h/2)²) = 2E_g, so (ħδv h/2)² = 3E_g² and h = 2√3 κ; the numerical root is h/κ = 3.4641. Measured by the largest error, the wrong label on a centred step costs accuracy only in the window 2κ < h < 2√3 κ. Beyond it the swapped lines have the smaller largest error, since err_keep grows as ħδv h/4 while err_swap stays at E_g/2. They do close the gap, which matters if the Fermi level lies in it.

In the two-band model, the overlap assignment always finds a true crossing inside a step, but it can mislabel an avoided crossing once the step exceeds 2κ, and bisection then exposes the gap within the bound (10). What remains is to test these results on a worked example and to draw from them the choice of settings.

Numerical values quoted here were computed with a short program.
